# Exponentially tilted Poisson sampling of rare underexposure failures: verification in Python

```python
# Rare underexposure by exponentially tilted Poisson sampling.
# Independent zone counts N_i ~ Poisson(lambda_i); signal S = sum w_i N_i;
# failure F: S <= s_c; wanted p = P(F).
# Tilted draws N_i ~ Poisson(lambda_i exp(-theta w_i)) carry the weight
# L = exp(theta S + psi(theta)), psi = sum lambda_i (exp(-theta w_i) - 1).
# Under test: E[1_F L] = p, and
# E[1_F L^2] = exp(psi(theta) + psi(-theta)) P_{-theta}(F) <= B p,
# B = exp(theta* s_c + psi(theta*)), where theta* puts the mean signal at s_c.
# Signals are stored as integers in lattice units of 1/4 weighted photon.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import poisson

SPACING = 0.25
steps = np.array([4, 2, 1])
weights = steps * SPACING
rng = np.random.default_rng(20241)


def psi(theta, means):
    return np.sum(means * np.expm1(-theta * weights))


def tilted_means(theta, means):
    return means * np.exp(-theta * weights)


def signal_pmf(means, max_units):
    """Probabilities of S = 0, d, ..., max_units*d by convolution."""
    total = np.zeros(max_units + 1)
    total[0] = 1.0
    for step, mean in zip(steps, means):
        part = np.zeros(max_units + 1)
        part[::step] = poisson.pmf(np.arange(max_units // step + 1), mean)
        total = np.convolve(total, part)[:max_units + 1]
    return total


def threshold_tilt(means, max_units):
    target = max_units * SPACING
    return brentq(lambda t: weights @ tilted_means(t, means) - target,
                  0.0, 20.0, xtol=1e-13)


def log_second_moment(theta, means, pmf):
    signal = np.arange(len(pmf)) * SPACING
    return psi(theta, means) + np.log(np.sum(pmf * np.exp(theta * signal)))


def sample(theta, means, max_units, size):
    """Return weighted failure indicators; theta = 0 is direct sampling."""
    counts = rng.poisson(tilted_means(theta, means), size=(size, 3))
    units = counts @ steps
    ratio = np.exp(theta * units * SPACING + psi(theta, means))
    return np.where(units <= max_units, ratio, 0.0)


# Small case: enumerate every failing joint state.
small_means = np.array([2.0, 3.0, 4.0])
small_max, small_tilt = 8, 0.9
p_enum = first_enum = second_enum = 0.0
for state in itertools.product(range(3), range(5), range(9)):
    units = int(np.dot(state, steps))
    if units <= small_max:
        prob = np.prod(poisson.pmf(state, small_means))
        prob_tilt = np.prod(poisson.pmf(
            state, tilted_means(small_tilt, small_means)))
        ratio = np.exp(small_tilt * units * SPACING
                       + psi(small_tilt, small_means))
        p_enum += prob
        first_enum += prob_tilt * ratio
        second_enum += prob_tilt * ratio**2
second_formula = (np.exp(psi(small_tilt, small_means)
                         + psi(-small_tilt, small_means))
                  * signal_pmf(tilted_means(-small_tilt, small_means),
                               small_max).sum())
assert np.isclose(first_enum, p_enum, rtol=1e-11)
assert np.isclose(second_enum, second_formula, rtol=1e-11)

# Physical input of the worked example, SI units.
wavelength, dose = 13.5e-9, 300.0
absorption, thickness = 5.0e6, 30e-9
radii = np.array([3e-9, 5e-9, 7e-9])
intensity = np.array([1.0, 0.9, 0.7])
areas = np.pi * np.diff(np.concatenate(([0.0], radii**2)))
photon_energy = const.h * const.c / wavelength
absorbed_fraction = -np.expm1(-absorption * thickness)
means = dose * intensity * areas * absorbed_fraction / photon_energy
mean_signal = weights @ means
signal_sd = np.sqrt(weights**2 @ means)
threshold = 120.0
max_units = round(threshold / SPACING)

# Failure probability by convolution and by a separate nested sum.
pmf = signal_pmf(means, max_units)
p = pmf.sum()
n1 = np.arange(max_units // 4 + 1)[:, None]
n2 = np.arange(max_units // 2 + 1)[None, :]
p_nested = np.sum(poisson.pmf(n1, means[0]) * poisson.pmf(n2, means[1])
                  * poisson.cdf(max_units - 4 * n1 - 2 * n2, means[2]))
assert np.isclose(p, p_nested, rtol=1e-9)

# Threshold tilt, second moment and its bound.
tilt = threshold_tilt(means, max_units)
bound = np.exp(tilt * threshold + psi(tilt, means))
pmf_tilt = signal_pmf(tilted_means(tilt, means), max_units)
second = np.sum(pmf * (pmf / pmf_tilt))
second_opposite = (np.exp(psi(tilt, means) + psi(-tilt, means))
                   * signal_pmf(tilted_means(-tilt, means), max_units).sum())
assert np.isclose(second, second_opposite, rtol=1e-8)
assert p < bound < 1 and second <= bound * p
var_tilt = second - p**2
var_direct = p * (1 - p)
gain = var_direct / var_tilt
assert gain >= (1 - p) / (bound - p)
# The bound must be smallest at the threshold tilt.
for other in (0.8 * tilt, 1.2 * tilt):
    assert np.exp(other * threshold + psi(other, means)) > bound

# Best tilt and the tilt beyond which direct sampling is better.
best = minimize_scalar(lambda t: log_second_moment(t, means, pmf),
                       bounds=(0.0, 3.0), method="bounded",
                       options={"xatol": 1e-9}).x
opposite = signal_pmf(tilted_means(-best, means), max_units)
conditional = (np.arange(max_units + 1) * SPACING) @ opposite / opposite.sum()
best_mean = weights @ tilted_means(best, means)
assert abs(best_mean - conditional) < 1e-3 and best >= tilt
second_best = np.exp(log_second_moment(best, means, pmf))
assert second_best <= second
break_even = brentq(lambda t: log_second_moment(t, means, pmf) - np.log(p),
                    tilt, 3.0)
strong = 1.1 * break_even
pmf_strong = signal_pmf(tilted_means(strong, means), max_units)
assert np.sum(pmf * (pmf / pmf_strong)) > p

# Tilted simulation of the rare case.
draws = 400000
values = sample(tilt, means, max_units, draws)
estimate = values.mean()
standard_error = values.std(ddof=1) / np.sqrt(draws)
hit_fraction = np.mean(values > 0)
assert abs(estimate - p) < 4.5 * np.sqrt(var_tilt / draws)
assert np.isclose(values.var(ddof=1), var_tilt, rtol=0.04)
assert abs(hit_fraction - pmf_tilt.sum()) < 4.5 * 0.5 / np.sqrt(draws)

# Milder threshold: measure the spread of both estimators over batches.
mild_threshold = 155.0
mild_units = round(mild_threshold / SPACING)
mild_pmf = signal_pmf(means, mild_units)
mild_p = mild_pmf.sum()
mild_tilt = threshold_tilt(means, mild_units)
mild_second = np.exp(log_second_moment(mild_tilt, means, mild_pmf))
batches, batch_size = 2000, 200
measured, predicted, mild_estimates = [], [], []
for theta, variance in ((0.0, mild_p * (1 - mild_p)),
                        (mild_tilt, mild_second - mild_p**2)):
    batch_means = sample(theta, means, mild_units,
                         batches * batch_size).reshape(batches, -1).mean(1)
    measured.append(batch_means.var(ddof=1))
    predicted.append(variance / batch_size)
    mild_estimates.append(batch_means.mean())
    # Sampling error of a variance from 2000 batches is about 4 percent.
    assert np.isclose(measured[-1], predicted[-1], rtol=0.16)
    assert (abs(mild_estimates[-1] - mild_p)
            < 4.5 * np.sqrt(variance / (batches * batch_size)))

# Large-count law for the relative second moment.
scales = [0.25, 0.5, 1.0, 2.0]
scaling_rows, deviations = [], []
for scale in scales:
    scaled = scale * means
    scaled_pmf = signal_pmf(scaled, round(scale * max_units))
    scaled_p = scaled_pmf.sum()
    relative = np.exp(log_second_moment(tilt, scaled, scaled_pmf)
                      - 2 * np.log(scaled_p))
    sigma = np.sqrt(weights**2 @ tilted_means(tilt, scaled))
    law = (sigma * np.sqrt(2 * np.pi) / SPACING
           * np.tanh(tilt * SPACING / 2))
    scaling_rows.append((scale, scaled_p, relative, law))
    deviations.append(abs(relative / law - 1))
assert all(a > b for a, b in zip(deviations, deviations[1:]))
assert deviations[2] < 0.12 and deviations[3] < 0.06
assert 1.5 < deviations[2] / deviations[3] < 2.6

error_goal = 0.10
need_direct = (1 - p) / (p * error_goal**2)
need_tilt = var_tilt / (p**2 * error_goal**2)
holes = 1e10

print(f"wavelength = {wavelength:.3e} m; dose = {dose:.1f} J/m^2")
print(f"absorption coefficient = {absorption:.2e} 1/m")
print(f"resist thickness = {thickness:.2e} m")
print(f"photon energy = {photon_energy:.5e} J")
print(f"absorbed fraction = {absorbed_fraction:.5f}")
for i in range(3):
    print(f"zone {i+1}: outer radius {radii[i]:.1e} m, area {areas[i]:.4e} m^2,"
          f" intensity {intensity[i]:.1f}, weight {weights[i]:.2f}")
    print(f"  mean count {means[i]:.3f}, tilted mean count "
          f"{tilted_means(tilt, means)[i]:.3f}")
print(f"mean signal = {mean_signal:.3f}; standard deviation = {signal_sd:.3f}")
print(f"failure threshold = {threshold:.1f} weighted photons")
print(f"threshold tilt theta* = {tilt:.5f}")
print(f"psi(theta*) = {psi(tilt, means):.4f}")
print(f"bound B = {bound:.4e}")
print(f"failure probability p, summed = {p:.5e}")
print(f"second moment at theta* = {second:.4e}")
print(f"variance per draw, direct = {var_direct:.4e}")
print(f"variance per draw, tilted = {var_tilt:.4e}")
print(f"variance ratio direct/tilted = {gain:.4e}")
print(f"guaranteed variance ratio = {(1-p)/(bound-p):.4e}")
print(f"relative variance per draw, tilted = {var_tilt/p**2:.4f}")
print(f"best tilt = {best:.5f}; mean signal there = {best_mean:.3f}")
print(f"second moment best/theta* = {second_best/second:.5f}")
print(f"break-even tilt = {break_even:.5f}")
print(f"tilted simulation: draws = {draws}")
print(f"  estimate = {estimate:.5e}; standard error = {standard_error:.2e}")
print(f"  fraction of draws that fail = {hit_fraction:.4f}")
print(f"expected direct failures in same draws = {draws*p:.3e}")
print(f"draws for 10 % error, direct = {need_direct:.3e}")
print(f"draws for 10 % error, tilted = {need_tilt:.1f}")
print(f"expected failures in {holes:.0e} holes = {holes*p:.3f}")
print(f"mild threshold = {mild_threshold:.1f}; tilt = {mild_tilt:.5f}")
print(f"mild p, summed = {mild_p:.5e}")
print(f"batches = {batches}; draws per batch = {batch_size}")
for name, est, got, want in zip(("direct", "tilted"), mild_estimates,
                                measured, predicted):
    print(f"mild {name}: estimate {est:.5e}, batch variance "
          f"{got:.3e}, predicted {want:.3e}")
for scale, prob, relative, law in scaling_rows:
    print(f"scale M={scale:.2f}: p={prob:.3e}, m2/p^2={relative:.4f}, "
          f"large-count law={law:.4f}")
print("tests ok")
```

Printed output:

```
wavelength = 1.350e-08 m; dose = 300.0 J/m^2
absorption coefficient = 5.00e+06 1/m
resist thickness = 3.00e-08 m
photon energy = 1.47144e-17 J
absorbed fraction = 0.13929
zone 1: outer radius 3.0e-09 m, area 2.8274e-17 m^2, intensity 1.0, weight 1.00
  mean count 80.297, tilted mean count 41.813
zone 2: outer radius 5.0e-09 m, area 5.0265e-17 m^2, intensity 0.9, weight 0.50
  mean count 128.474, tilted mean count 92.710
zone 3: outer radius 7.0e-09 m, area 7.5398e-17 m^2, intensity 0.7, weight 0.25
  mean count 149.887, tilted mean count 127.326
mean signal = 182.006; standard deviation = 11.036
failure threshold = 120.0 weighted photons
threshold tilt theta* = 0.65251
psi(theta*) = -96.8082
bound B = 9.1722e-09
failure probability p, summed = 6.96473e-10
second moment at theta* = 3.5151e-18
variance per draw, direct = 6.9647e-10
variance per draw, tilted = 3.0300e-18
variance ratio direct/tilted = 2.2986e+08
guaranteed variance ratio = 1.1798e+08
relative variance per draw, tilted = 6.2464
best tilt = 0.66124; mean signal there = 119.365
second moment best/theta* = 0.99721
break-even tilt = 1.45610
tilted simulation: draws = 400000
  estimate = 6.92676e-10; standard error = 2.74e-12
  fraction of draws that fail = 0.5095
expected direct failures in same draws = 2.786e-04
draws for 10 % error, direct = 1.436e+11
draws for 10 % error, tilted = 624.6
expected failures in 1e+10 holes = 6.965
mild threshold = 155.0; tilt = 0.24425
mild p, summed = 6.19212e-03
batches = 2000; draws per batch = 200
mild direct: estimate 6.16000e-03, batch variance 3.072e-05, predicted 3.077e-05
mild tilted: estimate 6.18817e-03, batch variance 5.299e-07, predicted 5.209e-07
scale M=0.25: p=1.410e-03, m2/p^2=3.9807, large-count law=3.4847
scale M=0.50: p=1.009e-05, m2/p^2=5.3040, large-count law=4.9281
scale M=1.00: p=6.965e-10, m2/p^2=7.2464, large-count law=6.9694
scale M=2.00: p=4.564e-18, m2/p^2=10.0567, large-count law=9.8562
tests ok
```
